## Coupled-perturbed Hartree-Fock equations in a moving basis

### What symmetry leaves to be determined

A closed-shell Hartree-Fock determinant is unchanged, apart from a phase, when its occupied orbitals are rotated among themselves, and it does not depend on how the virtual orbitals are chosen. Let there be \(n\) occupied and \(v\) virtual orbitals, \(N=n+v\) in all. An orthogonal transformation of all orbitals has \(N(N-1)/2\) independent angles, and

\[
\frac{N(N-1)}{2}=\frac{n(n-1)}{2}+\frac{v(v-1)}{2}+nv .
\tag{1}
\]

The first two groups of angles leave the determinant alone. The response to a small displacement \(x\) of a nucleus is therefore carried by \(nv\) numbers \(U_{ai}\), one for each pair of a virtual orbital \(a\) and an occupied orbital \(i\). To first order they must obey a linear equation,

\[
\sum_{bj}M_{ai,bj}U_{bj}=B_{ai},
\tag{2}
\]

where \(M\) belongs to the undisplaced molecule and \(B\) is linear in the derivatives of the integrals. In atomic units \(M\) is an energy, \(B\) an energy per length and \(U\) an inverse length. Translational symmetry adds a condition: if all nuclei move together and carry their basis functions along, no orbital rotation is needed, so the sum of \(B\) over all atoms must vanish for each Cartesian direction. It remains to find \(M\) and \(B\).

### Orbitals whose basis functions move

The orbitals are real, and the indices \(i,j,k\) denote occupied, \(a,b\) virtual and \(p,q,r\) arbitrary orbitals. Each is expanded in linearly independent atomic functions \(\chi_\mu\) centred on the nuclei:

\[
\phi_p(x)=\sum_\mu \chi_\mu(x)\,C_{\mu p}(x).
\tag{3}
\]

At \(x=0\) the orbitals are canonical: \(C^TSC=1\), and \(C^TFC\) is diagonal with elements \(\varepsilon_p\). Here \(S\) is the overlap matrix and

\[
F=h+G[P],\qquad P=2C_oC_o^T,
\tag{4}
\]

\[
G[P]_{\mu\nu}=\sum_{\lambda\sigma}P_{\lambda\sigma}
\left[(\mu\nu|\lambda\sigma)-\tfrac12(\mu\lambda|\nu\sigma)\right].
\tag{5}
\]

The matrix \(C_o\) contains the occupied columns of \(C\), \(h\) is the one-electron Hamiltonian, and \((\mu\nu|\lambda\sigma)\) is the Coulomb repulsion between the charge distributions \(\chi_\mu\chi_\nu\) and \(\chi_\lambda\chi_\sigma\).

Because \(C\) is square and invertible, its derivative at \(x=0\) can be written in terms of its own columns:

\[
\frac{dC}{dx}=CU .
\tag{6}
\]

Differentiating (3) then gives

\[
\frac{d\phi_p}{dx}=\sum_\mu\frac{\partial\chi_\mu}{\partial x}C_{\mu p}
+\sum_r\phi_rU_{rp}.
\tag{7}
\]

The first term is the motion of the basis functions and the second is the change of the coefficients. \(U\) describes the second alone, which is why it need not be antisymmetric.

### Orthonormality fixes the symmetric part

The condition \(C^TSC=1\) holds at every geometry. Its derivative, with (6), is

\[
U^TC^TSC+C^T\frac{dS}{dx}C+C^TSC\,U=0 .
\]

Since \(C^TSC=1\) at \(x=0\),

\[
U+U^T=-S^x,\qquad S^x=C^T\frac{dS}{dx}C .
\tag{8}
\]

The symmetric part of the whole matrix \(U\) is thus \(-S^x/2\), and its antisymmetric part is still free. In the occupied-occupied and virtual-virtual blocks this freedom can be used at will. Multiplying \(C(x)\) from the right by an orthogonal matrix \(R(x)\) that mixes orbitals within each block, with \(R(0)=1\), adds \(dR/dx\) to \(U\). This addition is an arbitrary antisymmetric matrix in each of the two blocks. It can be chosen to cancel the antisymmetric parts there, so that

\[
U_{ij}=-\tfrac12S^x_{ij},\qquad U_{ab}=-\tfrac12S^x_{ab}.
\tag{9}
\]

This is a choice of orbitals and not a consequence of the Hartree-Fock equations. Between the blocks, (8) gives one relation for each pair,

\[
U_{ia}=-S^x_{ai}-U_{ai},
\tag{10}
\]

which leaves \(U_{ai}\) as the unknowns counted in (1).

The density confirms that nothing physical was discarded. From (4) and (6), with \(U_o\) the occupied columns of \(U\),

\[
\frac{dP}{dx}=2\left(CU_oC_o^T+C_oU_o^TC^T\right).
\tag{11}
\]

Separate the rows of \(U_o\) into occupied and virtual ones. The occupied rows enter as \(U_{oo}+U_{oo}^T=-S^x_{oo}\), so

\[
\frac{dP}{dx}=-2C_oS^x_{oo}C_o^T
+2\left(C_vU_{vo}C_o^T+C_oU_{vo}^TC_v^T\right).
\tag{12}
\]

An antisymmetric part of \(U_{oo}\) would cancel, and \(U_{vv}\) does not appear.

### The Fock matrix must stay block diagonal

The displaced determinant is again a Hartree-Fock solution if the virtual-occupied block of \(C^TFC\) remains zero. The occupied block need not remain diagonal. Differentiating the product for any pair \(p,q\) gives

\[
\frac{d}{dx}(C^TFC)_{pq}
=\sum_rU_{rp}F_{rq}+\sum_rF_{pr}U_{rq}
+\left(C^T\frac{dF}{dx}C\right)_{pq}.
\]

At \(x=0\), \(F_{rq}=\varepsilon_q\delta_{rq}\), and the two sums reduce to \(\varepsilon_qU_{qp}+\varepsilon_pU_{pq}\).

The Fock matrix in the atomic basis changes for two reasons. Its integrals change at fixed \(P\), which gives the skeleton derivative

\[
F^{(x)}_{\mu\nu}=\frac{\partial h_{\mu\nu}}{\partial x}
+\sum_{\lambda\sigma}P_{\lambda\sigma}\left[
\frac{\partial(\mu\nu|\lambda\sigma)}{\partial x}
-\frac12\frac{\partial(\mu\lambda|\nu\sigma)}{\partial x}\right].
\tag{13}
\]

The derivative of \(h\) includes the motion of the basis functions and of the nuclear attraction centre. In addition \(P\) changes, which gives \(G[dP/dx]\). With \(F^{(x)}_{pq}\) and \(G_{pq}\) denoting these two matrices transformed with \(C\), the total is

\[
\frac{d}{dx}(C^TFC)_{pq}
=F^{(x)}_{pq}+\varepsilon_pU_{pq}+\varepsilon_qU_{qp}+G_{pq}.
\tag{14}
\]

To find \(G_{pq}\), write (11) by elements:

\[
\frac{dP_{\lambda\sigma}}{dx}=2\sum_{rj}U_{rj}
\left(C_{\lambda r}C_{\sigma j}+C_{\lambda j}C_{\sigma r}\right).
\]

In the Coulomb part of (5) both terms give \((pq|rj)\), with total factor \(2+2=4\). In the exchange part the factor is \(-\tfrac12\times2=-1\) for each term, and the two integrals differ. Hence

\[
G_{pq}=\sum_{rj}U_{rj}\left[4(pq|rj)-(pr|qj)-(pj|qr)\right].
\tag{15}
\]

### Reduction to occupied-virtual rotations

Set \(p=a\), \(q=i\) in (14), require the result to vanish, and replace \(U_{ia}\) by (10):

\[
F^{(x)}_{ai}+(\varepsilon_a-\varepsilon_i)U_{ai}
-\varepsilon_iS^x_{ai}+G_{ai}=0 .
\tag{16}
\]

The sum over \(r\) in \(G_{ai}\) runs over virtual orbitals \(b\) and occupied orbitals \(k\). The virtual part contains the unknowns. The occupied part is known from (9):

\[
G_{ai}^{\rm occ}=-\frac12\sum_{kj}S^x_{kj}
\left[4(ai|kj)-(ak|ij)-(aj|ik)\right].
\]

Since \(S^x\) is symmetric, exchanging the names \(j\) and \(k\) shows that the last two terms have equal sums. Therefore

\[
G_{ai}^{\rm occ}=-\sum_{jk}S^x_{jk}\left[2(ai|jk)-(aj|ik)\right].
\tag{17}
\]

Moving all known terms of (16) to the right gives the coupled-perturbed Hartree-Fock equations in the form (2), with

\[
M_{ai,bj}=\delta_{ab}\delta_{ij}(\varepsilon_a-\varepsilon_i)
+4(ai|bj)-(ab|ij)-(aj|ib),
\tag{18}
\]

\[
B_{ai}=-F^{(x)}_{ai}+\varepsilon_iS^x_{ai}
+\sum_{jk}S^x_{jk}\left[2(ai|jk)-(aj|ik)\right].
\tag{19}
\]

The first term of \(B\) is minus the coupling created by the changed integrals at fixed coefficients. The second comes from eliminating \(U_{ia}\). The third is \(-G_{ai}^{\rm occ}\), minus the change of mean field caused by re-orthonormalizing the occupied orbitals, which is the first term of (12). The same \(M\) serves every nuclear coordinate, while \(B\) differs.

Two limits show the role of the overlap. In a basis that does not move, \(S^x=0\) and the two-electron integrals are constant, so \(B_{ai}=-(C^T(\partial h/\partial x)C)_{ai}\) and \(U\) is antisymmetric. If instead all nuclei and their functions are translated together, none of the integrals changes. Then \(S^x\) and \(F^{(x)}\) vanish, so \(B=0\), as the symmetry argument demanded.

### When the equations have a solution

The meaning of \(M\) follows from the energy at fixed geometry. Replace \(C\) by \(Ce^K\), where \(K\) is antisymmetric with \(K_{ai}=\kappa_{ai}\), \(K_{ia}=-\kappa_{ai}\) and no other elements. The electronic energy \(\mathrm{tr}(Ph)+\tfrac12\mathrm{tr}(P\,G[P])\) is quadratic in \(P\), so a change \(\Delta P\) alters it by

\[
\Delta E=\mathrm{tr}(F\Delta P)+\tfrac12\mathrm{tr}(\Delta P\,G[\Delta P]).
\tag{20}
\]

In the orbital basis \(P=2n_o\), where \(n_o\) projects on the occupied orbitals, and \(P+\Delta P=2e^Kn_oe^{-K}\). Expanding the exponentials gives

\[
\Delta P=2[K,n_o]+[K,[K,n_o]]+\dots
\]

The first-order part has elements \(2\kappa_{ai}\) at the positions \(ai\) and \(ia\). It gives nothing in \(\mathrm{tr}(F\Delta P)\), because \(F\) is diagonal. The second-order part has an occupied block \(-2\kappa^T\kappa\) and a virtual block \(2\kappa\kappa^T\), and contributes \(2\sum_{ai}(\varepsilon_a-\varepsilon_i)\kappa_{ai}^2\).

In the last term of (20) the first-order density suffices. By (15) its field is \(\sum_{bj}\kappa_{bj}[4(ai|bj)-(ab|ij)-(aj|ib)]\). The positions \(ai\) and \(ia\) contribute equally, so the prefactor is \(\tfrac12\times2\times2=2\). Together, to second order,

\[
\Delta E=2\sum_{ai,bj}\kappa_{ai}M_{ai,bj}\kappa_{bj}.
\tag{21}
\]

If all eigenvalues of \(M\) are positive, the solution of (2) is unique and the state is a local minimum with respect to real closed-shell rotations. This says nothing about spin-unrestricted or complex rotations. If an eigenvalue approaches zero, the response along its eigenvector grows without bound unless \(B\) has no component there. At a zero eigenvalue the equations no longer determine a unique derivative.

### Canonical orbital derivatives

If derivatives of canonical orbitals are wanted, they can be recovered after \(U_{ai}\) is known. Define

\[
Q_{pq}=F^{(x)}_{pq}-\varepsilon_qS^x_{pq}+G_{pq}.
\tag{22}
\]

Using \(U_{qp}=-S^x_{pq}-U_{pq}\) in (14), the derivative of the Fock matrix becomes \(Q_{pq}+(\varepsilon_p-\varepsilon_q)U_{pq}\). Requiring it to vanish for \(p\ne q\) gives, for nondegenerate orbitals,

\[
U_{pq}=\frac{Q_{pq}}{\varepsilon_q-\varepsilon_p},\qquad
\frac{d\varepsilon_p}{dx}=Q_{pp}.
\tag{23}
\]

For two occupied or two virtual orbitals, the denominator is a difference within one block. Canonical orbitals can therefore turn rapidly when two virtual levels are close, although the density changes smoothly. The choice (9) has no such denominators.

### Water with one hydrogen displaced

Take water in the 6-31G basis, with oxygen at the origin and the hydrogens at \((0,\pm1.4,1.1)\) bohr. This geometry is chosen and not optimized. The hydrogen at positive \(y\) moves along \(y\). There are 13 basis functions, 5 occupied and 8 virtual orbitals, so \(U\) has 169 elements but the linear system has \(8\times5=40\) unknowns.

Follow the fourth occupied orbital, \(\varepsilon_i=-0.5645\) hartree, and the lowest virtual one, \(\varepsilon_a=0.2070\) hartree. The sign of \(U_{ai}\) depends on the orbital phases, which are set by making the largest atomic-basis coefficient of each of these two orbitals positive. Analytic derivative integrals give \(S^x_{ai}=-0.0277\) bohr\(^{-1}\). The three terms of (19), in hartree/bohr, add to

\[
B_{ai}=-0.0452+0.0156-0.0008=-0.0304 .
\]

With the gap \(\varepsilon_a-\varepsilon_i=0.7714\) hartree alone, the rotation would be \(-0.0304/0.7714=-0.0394\) bohr\(^{-1}\). Solving all 40 equations gives \(U_{ai}=-0.0552\) bohr\(^{-1}\), which is 40% larger in magnitude than the uncoupled value. The balance in this row of (2) is

\[
0.7714\times(-0.0552)+0.0122=-0.0304\ \text{hartree/bohr},
\]

where \(0.0122\) is the two-electron part of \(MU\). The diagonal element \(M_{ai,ai}=0.4890\) hartree lies below the gap by \(0.2824\) hartree. This difference contributes \((-0.2824)(-0.0552)=0.0156\) hartree/bohr to the two-electron part, and the other pairs contribute the remaining \(-0.0034\). From (10), \(U_{ia}=0.0277+0.0552=0.0829\) bohr\(^{-1}\), which differs clearly from \(-U_{ai}\).

The occupied-overlap term is small for this pair but not for the whole response. The largest element of \(dP/dx\) in the atomic basis is 0.162 bohr\(^{-1}\). Compare each approximate density derivative with a finite difference of separately converged densities at displaced geometries. Leaving out the last term of (19) produces an error of up to 0.033 bohr\(^{-1}\), or 20% of that largest element. Neglecting the two-electron part of \(M\) produces up to 0.044 bohr\(^{-1}\), or 27%.

The lowest eigenvalue of \(M\) is 0.366 hartree, so the solution is unique. The smallest occupied-virtual gap is \(0.2070+0.5026=0.7096\) hartree. The two-electron part of \(M\) must therefore be negative along the softest rotation. Both numbers depend on the basis: they become 0.349 and 0.650 hartree in cc-pVTZ and 0.330 and 0.547 hartree in aug-cc-pVDZ, with the same ordering. Within the occupied block, the canonical choice (23) differs from (9) by up to 0.442 bohr\(^{-1}\), yet by (12) both give the same density derivative.

The density response can now be used for the dipole moment. With nuclear charges \(Z_A\), nuclear coordinates \(Y_A\) and dipole integrals \(y_{\mu\nu}\),

\[
\mu_y=\sum_AZ_AY_A-\sum_{\mu\nu}P_{\mu\nu}y_{\mu\nu}.
\tag{24}
\]

Its derivative contains the charge of the moved nucleus, the change of the dipole integrals and the change of \(P\):

\[
\frac{d\mu_y}{dx}=Z_{\rm H}
-\sum_{\mu\nu}P_{\mu\nu}\frac{\partial y_{\mu\nu}}{\partial x}
-\sum_{\mu\nu}\frac{dP_{\mu\nu}}{dx}y_{\mu\nu}.
\tag{25}
\]

With the dipole integrals differentiated by finite differences, the three terms are

\[
\frac{d\mu_y}{dx}=1.000-0.305-0.441=0.254\ e,
\]

or 1.22 debye/angstrom. The hydrogen nucleus carries a full charge \(e\), but the two electronic terms, \(-0.305-0.441=-0.746\ e\), cancel about three quarters of its effect on the dipole. The separation between the last two terms has no physical meaning. It depends on the basis, because part of the electronic motion is assigned to the moving functions, and it depends on the coordinate origin. Moving the origin by \(c\) along \(y\) replaces \(y_{\mu\nu}\) by \(y_{\mu\nu}-cS_{\mu\nu}\). This adds \(c\,\mathrm{tr}(P\,dS/dx)\) to the second term and \(c\,\mathrm{tr}(S\,dP/dx)\) to the third, and these cancel because \(\mathrm{tr}(PS)\) is the fixed number of electrons. The values above are for the origin at oxygen; at \(c=1.4\) bohr the second term is lower and the third higher by \(0.229\ e\), and the sum is unchanged. The value belongs to restricted Hartree-Fock theory in this small basis at this geometry. It leaves out electron correlation and is not converged in the basis: at the same geometry the total is \(0.268\ e\) in cc-pVTZ and \(0.280\ e\) (1.35 debye/angstrom) in aug-cc-pVTZ, about 10% higher. The two electronic terms separately move more, to \(-0.438\) and \(-0.282\ e\) in aug-cc-pVTZ.

Numbers in the example were calculated in double precision.
